# Why coplanar electrodes between two dielectrics see the mean permittivity

## The situation

One way to measure the permittivity of an insulating film is to place a comb capacitor under it. Two sets of thin metal fingers interlock on an oxide surface, a voltage is applied between them, and the film is deposited on top. The field runs partly through the oxide and partly through the film, along curved paths whose shape depends on the finger pattern. One might expect the weight of each material in the capacitance to depend on that pattern too. For ideal electrodes it does not: each material has weight one half.

The ideal geometry is this. Conductors of zero thickness lie in the plane \(z=0\). A linear, uniform, isotropic dielectric of relative permittivity \(k_{\rm up}\) fills \(z>0\), and another, \(k_{\rm low}\), fills \(z<0\). There are no other conductors and no free charge in the gaps. The capacitance matrix is defined by \(Q_i=\sum_j C_{ij}V_j\), with \(Q_i\) the charge and \(V_j\) the potential of the electrodes. The claim is

\[
C_{ij}=k_{\rm mean}\,C_{ij}^{\rm vac},\qquad k_{\rm mean}=\frac{k_{\rm up}+k_{\rm low}}{2}.
\]

For a pattern of finite size the potential vanishes at infinity. For infinitely long strips the total charge per length must be zero, so that the potential stays bounded.

## The field without dielectrics

Start in vacuum, with given electrode potentials and solution \(\varphi(x,y,z)\). The mirrored function \(\varphi(x,y,-z)\) also obeys Laplace's equation and has the same values on the electrodes, since these lie in the mirror plane. If the solution is unique, the two functions are equal, and \(\varphi\) is even in \(z\).

Uniqueness is needed again with dielectrics, so it is shown here for any permittivity \(\varepsilon>0\). Let \(\psi\) be the difference of two solutions of finite field energy. It vanishes on the electrodes, and \(\nabla\cdot(\varepsilon\nabla\psi)=0\) elsewhere. Therefore

\[
\int\varepsilon|\nabla\psi|^2\,dV=\int\nabla\cdot(\psi\,\varepsilon\nabla\psi)\,dV=0 .
\]

The last integral becomes surface terms. Those on the electrodes vanish because \(\psi=0\) there. Those in the gaps cancel because \(\psi\) and \(\varepsilon\,\partial_z\psi\) are continuous. The distant surface contributes nothing because the field falls off fast enough under the stated conditions. Hence \(\nabla\psi=0\), and since \(\psi=0\) on the electrodes, \(\psi=0\) everywhere.

In a gap there is no charge, so the vacuum potential is smooth across \(z=0\). A smooth even function has zero slope at the origin:

\[
\left.\frac{\partial\varphi}{\partial z}\right|_{z=0}=0\qquad\text{in every gap.}
\]

No field line crosses a gap. A line that leaves the upper face of an electrode stays in the upper half-space. The plane acts as a perfect partition for the flux, although nothing material is there.

## Adding the two dielectrics

Now fill the half-spaces and keep the electrode potentials fixed. Try the same function \(\varphi\). It satisfies every condition of the new problem:

- In each half the permittivity is uniform, so the equation is still Laplace's.
- The potential is continuous and has the right values on the electrodes.
- In the gaps the normal displacement must be continuous, \(k_{\rm up}\partial_z\varphi|_{0^+}=k_{\rm low}\partial_z\varphi|_{0^-}\). Both sides are zero.

By uniqueness, \(\varphi\) is the solution. The dielectrics leave the electric field unchanged and alter the charge needed to maintain it.

## Weighing the two faces

At a point on an electrode, let \(g=-\partial_z\varphi|_{0^+}\) be the outward field on the upper face. Because \(\varphi\) is even, the slope changes sign below, \(\partial_z\varphi|_{0^-}=+g\). The outward normal of the lower face is \(-z\), so the outward field there is also \(g\). Gauss's law gives the charge per area on each face:

\[
\sigma_{\rm up}=\varepsilon_0k_{\rm up}\,g,\qquad
\sigma_{\rm low}=\varepsilon_0k_{\rm low}\,g .
\]

In vacuum the sum is \(\sigma_{\rm vac}=2\varepsilon_0g\). With the dielectrics it is

\[
\sigma=\varepsilon_0(k_{\rm up}+k_{\rm low})\,g
=\frac{k_{\rm up}+k_{\rm low}}{2}\,\sigma_{\rm vac}.
\]

This holds at each point of each electrode, so it holds for the total charges and for every \(C_{ij}\). The pattern determines \(g\), and \(g\) is common to both faces. That is why the pattern drops out of the ratio.

In circuit terms, the half-spaces are two capacitors in parallel: same voltages, separate fluxes, added charges. A harmonic mean would belong to equal layers in series, where the same flux passes through one material and then the other. Here no flux does so.

Two limits show what the rule implies. If \(k_{\rm up}=k_{\rm low}=k\), the capacitance is \(k\) times the vacuum value, as it must be. If \(k_{\rm up}\gg k_{\rm low}\), the factor tends to \(k_{\rm up}/2\): the better dielectric carries nearly all the charge, but it occupies half of the parallel pair.

A numerical solution that did not impose mirror symmetry tested the rule on an irregular pattern. Square patches of grid points in a plane were assigned at random to three electrodes or to gaps; 36 % of the patches were gaps, and neighbouring patches of different electrodes were separated by one grid step. The surrounding box had flux-free walls placed symmetrically about the plane, which preserves the mirror argument. For permittivities 2.7 and 3.9, every element of \(C/C^{\rm vac}\) came out as 3.300000. For 1 and 12 the ratio was 6.500000, whereas a geometric mean would give 3.46.

When electrode 3 was lifted by two grid steps into the upper material, the ratios for pairs 12, 13 and 23 became 3.396, 2.815 and 2.802. A single effective permittivity no longer existed. Pair 12 changed although both its members stayed in the plane, because the lifted electrode spoils the symmetry of the whole field.

## A comb with an absolute value

The mean rule gives a ratio. For long fingers whose width equals the gap, symmetry also supplies the vacuum capacitance. Let \(p\) be the distance between neighbouring finger centres, so that width and gap are both \(p/2\), and let the two combs be at \(\pm V/2\). The array is treated as infinite.

Reflection about a mid-gap plane exchanges the combs, so the potential there is zero. Reflection about a finger centre changes nothing, so no flux crosses that plane. It is enough to study the strip \(0<x<p/2\), \(z>0\), with these sides:

- finger, \(0<x<p/4\) at \(z=0\): potential \(u=1\) in units of \(V/2\);
- gap, \(p/4<x<p/2\) at \(z=0\): no flux;
- mid-gap plane, \(x=p/2\): \(u=0\);
- finger-centre plane, \(x=0\): no flux.

Let \(c=-\int_0^{p/4}\partial_zu\,dx\) be the flux leaving this part of the finger. Define a conjugate function \(v\) by \(\partial_xv=-\partial_zu\) and \(\partial_zv=\partial_xu\). The definitions are consistent because \(\partial_x^2u+\partial_z^2u=0\), and \(v\) is harmonic too.

On the two flux-free sides \(v\) is constant along the side. Its value on the gap exceeds that on \(x=0\) by \(\int_0^{p/4}\partial_xv\,dx=c\). On the two electrode sides \(u\) is constant, so the normal derivative of \(v\) vanishes. Thus, after subtraction of its value on \(x=0\), \(v/c\) is the potential of an exchanged problem: the gap is an electrode at 1, the side \(x=0\) is an electrode at 0, and the former electrodes are insulating. The flux leaving the gap is then

\[
c'=-\frac1c\int_{p/4}^{p/2}\partial_zv\,dx
=-\frac1c\int_{p/4}^{p/2}\partial_xu\,dx
=-\frac{0-1}{c}=\frac1c .
\]

The reflection \(x\to p/2-x\) turns the exchanged problem into the original one, so \(c'=c\). With \(c>0\), this gives \(c=1\).

The upper face of a finger consists of two such parts, each at potential \(V/2\). Its charge per length is \(2\,\varepsilon_0k_{\rm up}(V/2)=\varepsilon_0k_{\rm up}V\). The lower face adds \(\varepsilon_0k_{\rm low}V\). Per finger of one comb, of length \(L\),

\[
\frac{C}{L}=\varepsilon_0\,(k_{\rm up}+k_{\rm low}).
\]

In vacuum \(C/(\varepsilon_0L)=2\); the numerical field solution gives 1.9999.

Take 200 nm fingers and gaps, \(p=400\) nm, on oxide with \(k_{\rm low}=3.9\) and under a low-\(k\) film with \(k_{\rm up}=2.7\). More digits are kept below than the ideal model's accuracy warrants, so that the sums can be checked. With \(\varepsilon_0=8.8542\) aF/µm the contributions are

\[
\text{film: }8.8542\times2.7=23.91,\qquad
\text{oxide: }8.8542\times3.9=34.53\ \text{aF/µm}.
\]

Their sum is 58.44 aF/µm, of which the film supplies 40.9 % and the oxide 59.1 %. With air instead of the film the value is \(8.8542\times4.9=43.39\) aF/µm. Per finger length, the film therefore adds \(\varepsilon_0(2.7-1)\), or 15.05 aF/µm, and this increment contains no property of the oxide. A comb with 100 fingers, each 100 µm long, has \(58.44\times100\times100\) aF \(=0.584\) pF, finger ends and outer fingers neglected.

## Weighing what the ideal model omits

Each effect below is computed alone, with the other settings held fixed. Percentages refer to the ideal \(C\), for which \(C/(\varepsilon_0L)=6.6\). If the film permittivity is inferred as \(C/(\varepsilon_0L)-3.9\), a relative error in \(C\) becomes larger by \(6.6/2.7\approx2.4\) in the film value.

**Metal thickness.** Let the fingers rise 10 nm into the film. The capacitance grows by about 6 %, and the inferred film permittivity is too high by about 0.4, or 15 %. Two effects compete. The ratio to the vacuum capacitance of the same thick metal is 3.263 instead of 3.300, a reduction of 1.1 %, since the added sidewalls touch the film alone. The geometric capacitance itself rises by \(1.06/(3.263/3.300)-1\approx7\) %. A parallel-plate estimate for the two sidewalls of a finger, \(2\times2.7\times10/200=0.27\), does not explain this 0.4. The field near the edges is well above the mean gap field, so the sidewalls carry much more charge than the estimate, while the top and bottom faces lose part of theirs.

For metal 200 nm thick, as tall as the fingers are wide, the capacitance rises by 86 % and the permittivity ratio falls to 3.000. The coplanar formula is then no longer a useful estimate of \(C\).

**Finite layers.** The comb potential is even about finger centres and odd about mid-gap planes. It is therefore a sum of terms \(\cos(n\pi x/p)\) with odd \(n\), and Laplace's equation makes each decay as \(e^{-n\pi|z|/p}\). Far from the plane the term \(n=1\) dominates, with decay length \(p/\pi=127\) nm. The numerical potential between 300 and 400 nm above a finger centre gives 127.6 nm; the small excess comes from the flux-free wall of the computational box 800 nm above the plane, and the unbounded array gives 127.3 nm.

A boundary at distance \(d\) affects the electrodes after the field has decayed on the way out and its response has decayed on the way back. The scale of the effect is \(e^{-2\pi d/p}\), which is 0.9 % for \(d=300\) nm. The computed changes agree with this scale: \(-0.31\) % if the film ends at 300 nm with air above, and \(+0.98\) % if the oxide ends at 300 nm on a conductor held at the mean potential.

The signs follow from energy. At fixed voltages the true potential minimizes \(\tfrac12\int\varepsilon|\nabla\varphi|^2dV\), and the minimum equals \(\tfrac12CV^2\). Replacing film by air lowers this energy for every trial potential, so \(C\) falls. A conductor forces the potential to be constant in its region, which restricts the trial potentials and can only raise the minimum.

The potential of a conducting substrate matters. If it is tied to one comb instead of being held at the mean potential, all fingers have an additional common voltage \(V/2\) against it. The field of this common voltage does not decay within \(p/\pi\). For \(d\) well above \(p\) it is nearly that of a parallel-plate capacitor, with charge \(\varepsilon_0k_{\rm low}(p/d)(V/2)\) per finger length. This increases the magnitude of the charge on the comb that is not tied to the substrate and reduces it on the other. For \(d=1\) µm it is \(3.9\times0.4/2=0.78\) in units of \(\varepsilon_0V\), about 12 % of the ideal 6.6.

**Anisotropy.** Suppose the film has permittivity \(k_n\) along \(z\) and \(k_p\) in the plane. The potential \(\varphi(x,y,sz)\), with \(\varphi\) the vacuum solution and \(s=\sqrt{k_p/k_n}\), solves the film's equation, since

\[
k_p(\partial_x^2+\partial_y^2)\varphi+k_ns^2\partial_z^2\varphi
=k_p\nabla^2\varphi=0 .
\]

Its values at \(z=0\) are unchanged and its normal slope in the gaps is still zero, so the argument survives. The normal displacement on the metal is \(\varepsilon_0k_ns\,g=\varepsilon_0\sqrt{k_pk_n}\,g\). The film therefore enters the arithmetic mean with \(\sqrt{k_pk_n}\). For \(k_n=2.7\) and \(k_p=2.9\) this is 2.798, and the mean is 3.349; the numerical solution also gives 3.349. The capacitance rises by 1.5 %.

**Field strength.** At 1 V the mean gap field is \(1\ \text{V}/200\ \text{nm}=0.05\) MV/cm. Near a thin edge the potential difference from the metal varies as \(\sqrt r\cos(\theta/2)\), with \(r\) the distance from the edge and \(\theta\) the angle from the gap direction. This function is harmonic and vanishes on the metal at \(\theta=\pm\pi\). Its gradient grows as \(1/\sqrt r\), so the ideal model has no finite peak field. Averaged over the first 10 nm of the gap, the field is 0.15 MV/cm. Against a rough breakdown field of 5 MV/cm this is about 3 %. The average would reach 5 MV/cm at about 33 V, which is a scale for comparison and not a predicted breakdown voltage.

## The model beside a real comb

The permittivities 3.9 and 2.7 are rough typical values for silicon oxide and an organosilicate film. The 10 nm metal is flat: its height is one twentieth of its width. For lines as tall as they are wide, the assumption of zero thickness fails badly, and the computed size of the failure is the 86 % above. For the thin comb with the values chosen here, and with any conducting substrate at the mean potential, metal thickness is still the largest of the computed corrections, ahead of anisotropy and finite layer depth. Reading a film permittivity from the ideal formula is reasonable when the metal is much thinner than the gap, both layers are several times \(p/\pi\) deep, any conducting substrate is at the mean potential of the combs, and the resulting error is acceptable after its amplification by 2.4. Even for the 10 nm metal, one twentieth of the gap, that error is about 15 % of the film permittivity.

## Table of computed values

```
film permittivity (rough input): 2.7
oxide permittivity (rough input): 3.9
arithmetic mean: 3.300
geometric mean: 3.245
harmonic mean: 3.191
random pattern, gap share of plane: 0.36
random pattern, C/C_vac, smallest element: 3.300000
random pattern, C/C_vac, largest element: 3.300000
same pattern, permittivities 1 and 12, C/C_vac: 6.500000
one electrode lifted, C/C_vac of pairs 12, 13, 23: 3.396, 2.815, 2.802
finger width: 200 nm; gap: 200 nm; pitch: 400 nm
comb in vacuum, C/(eps0 length), numerical: 1.9999 (formula 2)
comb, C/C_vac, numerical: 3.300000
largest up-down difference of potential / finger potential: 3.2e-13
normal/tangential field in gap, numerical: 5.8e-05
share of charge on upper face: 40.91 %
share of charge on lower face: 59.09 %
eps0: 8.8542 aF/um
C per finger length with film: 58.44 aF/um
C per finger length, air instead of film: 43.39 aF/um
increase caused by film: 15.05 aF/um
fingers of one comb: 100; finger length: 100 um
total capacitance with film: 0.5844 pF
decay length, formula: 127.3 nm; numerical: 127.6 nm
metal 10 nm thick: change of C +5.9 %
metal 10 nm thick: C/C_vac of same metal 3.263
metal 10 nm thick: error of inferred film k +0.39
metal 200 nm thick: change of C +86 %
metal 200 nm thick: C/C_vac of same metal 3.000
film only 300 nm, air above: change of C -0.31 %
oxide only 300 nm, conductor below: change of C +0.98 %
anisotropic film, in-plane permittivity: 2.9
anisotropic film, its effective permittivity: 2.798
anisotropic film, mean by formula: 3.349; numerical: 3.349
anisotropic film: change of C +1.49 %
applied voltage: 1 V; mean gap field: 0.050 MV/cm
field averaged over first 10 nm of gap: 0.15 MV/cm
rough breakdown field (input): 5 MV/cm
voltage bringing edge average to breakdown: 33 V
```
